Wind force on an impurity: pure s-wave against pure p-wave screening

**Problem**

An impurity of excess valence Z = +1 sits in a free-electron metal that carries a current. Its ion has one more positive charge than the host ion it replaces, and the conduction electrons screen that charge. The drifting electrons scatter from the screened impurity and push it along; this push is the wind force F.

Consider two limiting kinds of screening. In the first, the s-wave phase shift δ₀ is the one non-zero phase shift at the Fermi wavenumber k_F. In the second, the p-wave phase shift δ₁ is the one non-zero phase shift there. The host, its k_F and the current density j are the same in both cases. Find F_p/F_s.

The impurity potential is static and spherically symmetric, the scattering is elastic and independent of spin, and the response to the current is linear. Interference with scattering from the host ions is neglected. An attractive potential has δ_l > 0.

**A tempting solution**

The wind force is proportional to the transport cross section

σ_tr = (4π/k_F²) S,  S = Σ_l (l+1) sin²(δ_l − δ_{l+1}),

and the Friedel sum rule fixes the phase shifts:

Z = (2/π) Σ_l (2l+1) δ_l.

For pure s-wave screening, 1 = (2/π) δ₀, so δ₀ = π/2. For pure p-wave screening, 1 = (2/π)·3δ₁, so δ₁ = π/6.

The s wave has l = 0, so its term in S is 1·sin²(π/2) = 1. The p wave has l = 1, so its term is 2·sin²(π/6) = 2·(1/4) = 1/2. The ratio would then be 1/2.

**Where it fails**

The phase shifts are right, but the sum S has been misread. Its index l labels a pair of neighbouring partial waves, l and l+1, and not a single wave. The p wave belongs to two pairs: (0, 1) and (1, 2). The first pair contributes sin²(0 − δ₁), which is not zero although δ₀ is. The tempting solution drops it.

A short argument exposes the loss without using S. If a single partial wave scatters, the intensity is proportional to [P_l(cos θ)]², which is the same at θ and π − θ. The average of cos θ over the scattered electrons is then zero, and the transport cross section equals the total cross section, (4π/k_F²)(2l+1) sin²δ_l. For l = 1 the weight must be 3, whereas the tempting solution used 2.

The right solution follows, with the three relations used above derived.

**From momentum transfer to the wind force**

An electron scattered from k to k′ gives the impurity the momentum ħ(k − k′). With f_k the occupation of state k, v = ħk/m the speed and dσ/dΩ the differential cross section, the force is

F = 2 ∫ d³k/(2π)³ ∫ dΩ′ v (dσ/dΩ) ħ(k − k′) f_k (1 − f_k′).

The factor 2 counts spin, and 1 − f_k′ requires the final state to be empty. Elastic scattering keeps |k′| = |k|, and dσ/dΩ depends on the angle θ between k and k′. Exchanging the two directions therefore leaves v dσ/dΩ and f_k f_k′ unchanged but reverses k − k′. The term with f_k f_k′ integrates to zero.

In the remaining term, the part of k′ perpendicular to k averages to zero and the parallel part is k cos θ. Hence

∫ dΩ′ (dσ/dΩ)(k − k′) = k σ_tr,  σ_tr = ∫ dΩ (dσ/dΩ)(1 − cos θ).

Let the electrons drift with velocity v_d. The Fermi sphere is displaced by q = m v_d/ħ, and to first order

f_k = f₀(k) − (q·k̂) df₀/dk.

The isotropic part f₀ gives no force. At temperatures far below the Fermi temperature, −df₀/dk is a delta function at k_F. The average of k̂(k̂·q) over directions is q/3, so its integral over solid angle is 4πq/3. Therefore

F = (2/8π³)(ħ²/m) k_F⁴ σ_tr (4π/3) q = ħ² k_F⁴ σ_tr q/(3π² m).

Here k_F⁴ comes from k² in the volume element, one k in the speed and one k in the momentum. With the electron density n = k_F³/(3π²) and ħq/m = v_d,

F = n ħk_F σ_tr v_d.

For electron charge −e, the current density is j = −n e v_d, so

F = −ħk_F σ_tr j/e.

The minus sign says that the wind pushes the impurity along the electron flow, against the conventional current. At equal k_F and j, the ratio of forces is the ratio of transport cross sections.

**The transport cross section**

The scattering amplitude at wavenumber k is

f(θ) = (1/k) Σ_l (2l+1) a_l P_l(cos θ),  a_l = e^{iδ_l} sin δ_l,

and dσ/dΩ = |f|². Write x = cos θ. Since ∫P_l² dx = 2/(2l+1) and different P_l are orthogonal,

∫|f|² dΩ = (4π/k²) Σ_l (2l+1)|a_l|².

For the part with cos θ, use

x P_l = [(l+1)P_{l+1} + l P_{l−1}]/(2l+1).

It couples neighbouring waves only, with

∫ x P_l P_{l+1} dx = 2(l+1)/[(2l+1)(2l+3)].

The denominators cancel against the factors (2l+1)(2l+3) in |f|². Each pair occurs in two orders, which are complex conjugates, so

∫|f|² cos θ dΩ = (4π/k²) Σ_l 2(l+1) Re(a_l* a_{l+1}).

In the first integral, split 2l+1 into (l+1) + l and relabel the second part:

Σ_l (2l+1)|a_l|² = Σ_l (l+1)(|a_l|² + |a_{l+1}|²).

Subtracting the two integrals completes a square:

σ_tr = (4π/k²) Σ_l (l+1)|a_l − a_{l+1}|².

Finally, a_l = (e^{2iδ_l} − 1)/(2i), so

|a_l − a_{l+1}|² = |e^{2iδ_l} − e^{2iδ_{l+1}}|²/4 = sin²(δ_l − δ_{l+1}).

This is the formula for S, and the derivation shows why it contains pairs: the weight cos θ connects waves whose l differs by one.

If one δ_l is non-zero, the pair (l, l+1) gives (l+1) sin²δ_l and the pair (l−1, l) gives l sin²δ_l. For l = 0 the second pair is absent and its weight is zero. In every case

S = (2l+1) sin²δ_l.

**The Friedel sum rule**

Place the impurity at the centre of a large sphere of radius R, on which the wave function vanishes. Far from the impurity the radial function is proportional to sin(kr − lπ/2 + δ_l), so the allowed wavenumbers obey

kR − lπ/2 + δ_l(k) = νπ,

with ν an integer. Smoothed over the unit steps, the number of levels below k_F is (k_F R − lπ/2 + δ_l)/π, up to a constant. Without the impurity the same expression holds with δ_l = 0 and the same constant, which cancels in the difference. The impurity thus brings δ_l/π extra levels below k_F. Bound states are included if δ_l is followed continuously in k from δ_l = 0 at k → ∞.

Each level holds 2(2l+1) electrons, from spin and magnetic quantum number. The large host fixes k_F, and complete screening at large distance requires Z extra electrons:

Z = (2/π) Σ_l (2l+1) δ_l.

**The ratio for Z = 1**

Pure s-wave screening has δ₀ = π/2, or 90°, and

S_s = 1·sin²90° = 1.

Pure p-wave screening has δ₁ = π/6, or 30°, and

S_p = sin²(0 − 30°) + 2 sin²(30° − 0) = 1/4 + 1/2 = 3/4.

Therefore

F_p/F_s = 3/4.

The s wave has one orbital channel and must take the whole screening charge, which drives it to the largest scattering that one channel allows. The p wave shares the same charge among three channels. Each then scatters with one quarter of that strength, and three quarters remain.

A numerical test used Gaussian wells −V exp(−r²/b²) with b = 1.5/k_F, each acting in one angular channel. Depths V of 3.3716 (s) and 1.8467 (p), in units of ħ²k_F²/(2m), give the required phase shifts. Counting the levels in a large sphere gave 1.0000 displaced electrons in both cases. The collision integral, with its occupation factors kept and k_BT = 0.005, gave F/v_d = 0.42439 and 0.31828 in units where ħ = m = k_F = 1; the zero-temperature formula gives 4/(3π) = 0.42441 and 1/π = 0.31831. Their ratio is 0.7500.

**Other valences**

The ratio depends on Z. With one non-zero phase shift in each case,

F_p/F_s = 3 sin²(πZ/6)/sin²(πZ/2).

Set y = πZ/6 and use sin 3y = sin y (3 − 4 sin²y):

F_p/F_s = 3/(3 − 4 sin²y)².

For Z = 1, sin²y = 1/4 and the ratio is 3/2² = 3/4. Because y enters through sin²y, Z = −1 gives the same value. For small |Z| the ratio tends to 3/9 = 1/3: each p phase shift is one third of the s phase shift, its square is one ninth, and there are three channels. At Z = 0.1 the ratio is 0.336, already close to this limit.

At Z = 2 the denominator vanishes. The s phase shift is then π, which leaves the outer wave unchanged apart from its sign, so F_s = 0 at zero temperature, while S_p = 3 sin²60° = 9/4. More screening charge need not mean more wind force.

**Mixed screening**

One might expect a mixture of s and p screening to give a force between the two limits. For Z = 1 the sum rule requires δ₀ + 3δ₁ = π/2, so δ₀ − δ₁ = π/2 − 4δ₁ and

S = cos²(4δ₁) + 2 sin²δ₁.

The ends δ₁ = 0 and δ₁ = 30° return 1 and 3/4. Between them S falls to a minimum of 0.264, at δ₀ = 29.6° and δ₁ = 20.1°. The two phase shifts are then close, which makes the first term small. The s and p waves interfere so as to favour forward scattering, which transfers little momentum. The value 3/4 compares two limits and does not bound the force for mixed screening.

**Numbers for a copper line**

Zinc in copper has excess valence one. Take rough values for a copper line in an accelerated test: n = 85 nm⁻³, resistivity ρ = 3.5 µΩ cm, j = 1.0 MA/cm² and a temperature of 573 K. The free-electron formula gives k_F = (3π²n)^{1/3} = 13.6 nm⁻¹, and

σ_tr(s) = 4π/(13.6 nm⁻¹)² = 0.0679 nm²,
σ_tr(p) = (3/4)(0.0679 nm²) = 0.0509 nm².

The field is E = ρj = 3.5 V/cm. Define the wind valence Z_w by F = Z_w eE. In the free-electron model ρ = ħk_F/(n e²ℓ), where ℓ is the mean free path, here 18.8 nm. Inserting j = E/ρ in the force gives

Z_w = −ħk_F σ_tr/(e²ρ) = −nℓσ_tr.

For s-wave screening, Z_w = −85 × 18.8 × 0.0679 ≈ −108; for p-wave screening it is −81. The magnitudes of the forces are

F_s ≈ 108 × 3.5 eV/cm ≈ 380 eV/cm = 38 µeV/nm (6.1 fN),
F_p = 28.5 µeV/nm (4.6 fN).

The measured resistivity of zinc in copper suggests that these forces are far too large. For an atomic fraction c of impurities, and one conduction electron per atom, 1/ℓ = c nσ_tr and the added resistivity is cħk_F σ_tr/e². At one atomic percent this is 3.8 µΩ cm for pure s and 2.85 µΩ cm for pure p, against a rough measured value of 0.3 µΩ cm. If the same cross section governs resistivity and wind force, the two limits overstate the force by factors of about 13 and 10, and the scaled estimate is 3 µeV/nm, with Z_w near −9. The assumption of a single channel is the first suspect. The best s-p mixture above still gives 0.264 × 3.8 ≈ 1.0 µΩ cm. Adding d waves can lower it further: δ₀ = δ₁ = δ₂ = 10° satisfies the sum rule and leaves S = 3 sin²10° ≈ 0.09, which gives about 0.34 µΩ cm, close to the measured value. This shows that spreading the charge over channels could account for the difference; it does not establish the phase shifts of zinc. The equal 10° shifts are a free choice. A square well with the Wigner–Seitz radius that obeys the sum rule has δ₀, δ₁, δ₂ ≈ 35°, 15°, 1.6° and gives about 0.9 µΩ cm; a well 1.5 times as wide is needed to reach 0.3 µΩ cm.

Other neglected effects differ widely in size. Each zinc atom expands the crystal by roughly 0.17 of a host atomic volume. Part of this is a uniform dilation of the whole sample, which displaces no charge at the impurity. In isotropic elasticity the local part is smaller by the factor 3(1 − ν)/(1 + ν) ≈ 1.48, for Poisson's ratio ν ≈ 0.34, and is about 0.115. Displacing that much host charge lowers the effective excess valence to about 0.885, and the ratio F_p/F_s falls to about 0.62. The field also acts on the ion directly, in the direction opposite to the wind. For a bare ion of valence 2 this direct force is 2% of the pure s-wave wind force, but 23% of the scaled one. Thermal smearing of the Fermi surface enters at the scale (πk_BT/E_F)² ≈ 5 × 10⁻⁴, with E_F = 7.05 eV, and the drift speed is 5 × 10⁻⁷ of the Fermi speed, so linear response is safe here. The eight necks of copper's Fermi surface have a total cross-section of about 7% of the free-electron sphere's surface area; their effect on the force has not been calculated. Nor have the interference with host-ion scattering and the change of force along an atomic jump been sized.

Numbers as computed

```
TESTS (units hbar = m = kF = 1)
Gaussian well width: 1.5 /kF
well depth 2mV/(hbar kF)^2, s: 3.3716, p: 1.8467
displaced electrons by level count, s: 1.0000
displaced electrons by level count, p: 1.0000
collision-integral force / drift, s: 0.42439
collision-integral force / drift, p: 0.31828
collision-integral force ratio p/s: 0.7500
FRIEDEL RULE, Z = 1
delta_0, pure s: 90.0 degrees
delta_1, pure p: 30.0 degrees
S pure s: 1.0000, pure p: 0.7500, pure d: 0.4775
ratio p/s at Z = 1: 0.7500
ratio p/s at Z = 0.1: 0.3358
EXAMPLE INPUTS (rough)
electron density: 85 nm^-3
resistivity: 3.5 micro-ohm cm
current density: 1.0 MA/cm2
temperature: 573 K
EXAMPLE RESULTS
kF: 13.60 nm^-1
Fermi energy: 7.05 eV
electric field: 3.50 V/cm
mean free path: 18.8 nm
sigma_tr, s: 0.0679 nm2, p: 0.0509 nm2
wind force, s: 38.0 micro-eV/nm = 6.08 fN
wind force, p: 28.5 micro-eV/nm = 4.56 fN
wind valence, s: -108, p: -81
NEGLECTED EFFECTS
least S with s and p mixed: 0.2640
its delta_0: 29.57 degrees
its delta_1: 20.14 degrees
model resistivity, s: 3.80 micro-ohm cm per at.%
model resistivity, p: 2.85 micro-ohm cm per at.%
rough measured value: 0.3 micro-ohm cm per at.%
overstatement factor, s: 12.7, p: 9.5
wind force scaled to measured: 3.0 micro-eV/nm
wind valence scaled to measured: -8.6
direct/wind, bare ion of valence 2, pure s: 0.018
direct/wind, same ion, scaled wind: 0.23
rough dilation: 0.17 host atomic volumes
effective excess valence: 0.83
ratio p/s at that valence: 0.572
thermal smearing (pi kT/EF)^2: 4.8e-04
drift speed: 0.73 m/s
drift speed / Fermi speed: 4.7e-07
rough neck radius: 0.19 kF
Fermi-sphere share cut by 8 necks: 0.072
```
